# Stable evaluation of the diffuse thin-film conductivity at small thickness

## What the answer can depend on

A metal film of thickness \(d\) carries a current parallel to its surfaces. In classical transport with one relaxation time and fully diffuse surfaces, the only lengths in the problem are \(d\) and the bulk mean free path \(\lambda\). The ratio of film to bulk conductivity is dimensionless, so

\[
\frac{\sigma_{\rm film}}{\sigma_0}=F(\kappa),\qquad \kappa=\frac d\lambda .
\]

The Fermi wave number \(k_F\) enters the bulk value \(\sigma_0\), but not \(F\), as long as the carriers are treated as classical particles. Reflection in the mid-plane makes carriers moving up and down contribute equally, so only \(u=|\cos\theta|\) matters, where \(\theta\) is the angle between velocity and film normal.

The task is to compute \(F\) to nearly full relative accuracy for every \(\kappa>0\). The closed form fails at small \(\kappa\) because large terms cancel. A series cures this, and the switching point follows from comparing two errors.

## The closed form

The Fermi surface is a sphere, the carriers have charge \(-e\), and the field \(\mathcal E\) points along \(x\) in the plane. Let \(g\) be the deviation from the equilibrium distribution \(f_0\). The linear steady-state Boltzmann equation is

\[
v_z\frac{\partial g}{\partial z}+\frac g\tau=e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}.
\]

Without surfaces, \(g_0=e\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon\). Write \(g=g_0R\). For carriers leaving the surface \(z=0\), \(v_z\tau=\lambda u\), and

\[
\lambda u\frac{dR}{dz}+R=1 .
\]

A diffuse surface emits carriers without memory of direction. Since \(g\) is odd in \(v_x\), its total arriving flux is zero, so the emitted deviation is zero too. Thus \(R(0)=0\) and \(R=1-e^{-z/(\lambda u)}\). The depth average is

\[
\frac1d\int_0^d R\,dz=1-\frac u\kappa\left(1-e^{-\kappa/u}\right).
\]

The current weights each direction by \(v_x^2\propto(1-u^2)\cos^2\varphi\). The azimuthal factor cancels in the ratio to bulk, and \(\int_0^1(1-u^2)du=2/3\) gives the normalization:

\[
F=\frac32\int_0^1(1-u^2)\left[1-\frac u\kappa\left(1-e^{-\kappa/u}\right)\right]du. \tag{1}
\]

The first term integrates to 1. In the second, put \(t=1/u\), \(du=-dt/t^2\), so that \((u-u^3)\,du\) becomes \((t^{-3}-t^{-5})\,dt\) on \(1<t<\infty\). With \(E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}dt\) and \(\int_1^\infty(t^{-3}-t^{-5})dt=\frac12-\frac14\),

\[
F=1-\frac{3}{2\kappa}\left[\frac14-E_3(\kappa)+E_5(\kappa)\right]. \tag{2}
\]

For thick films, \(0\le E_3-E_5\le e^{-\kappa}/4\), because \(e^{-\kappa t}\le e^{-\kappa}\). Hence \(F\to1-3/(8\kappa)\), with a correction of at most \(3e^{-\kappa}/(8\kappa)\). There (2) is well suited to computation.

For thin films, carriers with \(u\gg\kappa\) have a depth-averaged response of about \(\kappa/(2u)\). Integrating from \(u\sim\kappa\) to 1 gives \(F\approx(3\kappa/4)\ln(1/\kappa)\). The logarithm arises because the integral of \(1/u\) gives every decade of \(u\) between \(\kappa\) and 1 the same weight. Equation (2) must produce this small number from terms of size \(3/(8\kappa)\).

## The series without cancellation

Start with \(E_1(\kappa)=\int_\kappa^\infty e^{-s}ds/s\). Integration by parts gives

\[
E_1=-e^{-\kappa}\ln\kappa+\int_\kappa^\infty e^{-s}\ln s\,ds .
\]

As \(\kappa\to0\), the integral tends to \(-\gamma\), which defines Euler's constant \(\gamma\approx0.5772\). Since \(E_1'=-e^{-\kappa}/\kappa\), integrating the exponential series term by term yields

\[
E_1=-\ln\kappa-\gamma-\sum_{m\ge1}\frac{(-\kappa)^m}{m\,m!}.
\]

Higher functions follow from \(E_n'=-E_{n-1}\) and \(E_n(0)=1/(n-1)\). An ordinary term of \(E_n\) is

\[
-\frac{(-\kappa)^m}{(m-n+1)\,m!},\qquad m\ne n-1 .
\]

Its derivative is minus the term of index \(m-1\) in \(E_{n-1}\), and its \(m=0\) member is the required \(1/(n-1)\). The logarithmic part is integrated from zero, with a minus sign, at each step:

\[
\begin{aligned}
E_1&:\ -(\ln\kappa+\gamma), &
E_2&:\ \kappa(\ln\kappa+\gamma-1),\\
E_3&:\ -\tfrac{\kappa^2}{2}\left(\ln\kappa+\gamma-\tfrac32\right), &
E_4&:\ \tfrac{\kappa^3}{6}\left(\ln\kappa+\gamma-\tfrac{11}{6}\right),\\
E_5&:\ -\tfrac{\kappa^4}{24}\left(\ln\kappa+\gamma-\tfrac{25}{12}\right).
\end{aligned}
\]

Set \(\ell=\ln(1/\kappa)-\gamma\). For \(m\ne2,4\), the difference \(E_3-E_5\) contains

\[
-\frac{(-\kappa)^m}{m!}\left[\frac1{m-2}-\frac1{m-4}\right]
=\frac{2(-\kappa)^m}{m!(m-2)(m-4)} .
\]

The low orders are:

- \(m=0\): \(1/4\), which cancels the \(1/4\) in (2).
- \(m=1\): \(-2\kappa/3\). Multiplied by \(3/(2\kappa)\), it gives \(-1\) and cancels the leading 1.
- \(m=2\): \(\frac{\kappa^2}{2}(\ell+\frac32)-\frac{\kappa^2}{4}=\frac{\kappa^2}{2}(\ell+1)\).
- \(m=3\): \(\kappa^3/3\).
- \(m=4\): \(-\frac{\kappa^4}{48}-\frac{\kappa^4}{24}(\ell+\frac{25}{12})=-\frac{\kappa^4}{24}(\ell+\frac{31}{12})\).

Multiplication by \(3/(2\kappa)\) gives

\[
F=\frac{3\kappa}{4}(\ell+1)+\frac{\kappa^2}{2}-\frac{\kappa^3}{16}\left(\ell+\frac{31}{12}\right)+\sum_{m=5}^{\infty}c_m\kappa^{m-1},
\quad c_m=\frac{3(-1)^m}{m!(m-2)(m-4)}. \tag{3}
\]

The large terms have been removed algebraically, before any rounding.

## Two errors and the switching point

**Truncation.** Keep (3) through \(m=M\ge4\), where \(M=4\) means no tail. Successive tail terms alternate in sign, and their magnitudes have the ratio

\[
\left|\frac{c_{m+1}\kappa^m}{c_m\kappa^{m-1}}\right|=\frac{\kappa(m-2)(m-4)}{(m+1)(m-1)(m-3)}<\frac{\kappa}{m+1}.
\]

For \(\kappa\le1\) they decrease, so the absolute truncation error is at most the first omitted term,

\[
\frac{3\kappa^M}{(M+1)!(M-1)(M-3)} .
\]

**Cancellation.** Let \(\epsilon\) be the unit roundoff, \(2^{-53}\) in double and \(2^{-24}\) in single precision. Take \(\kappa<0.1\). Since \(|E_3'|=E_2\le1\) and \(|E_5'|=E_4\le1/3\), \(E_3\) lies between 0.4 and \(1/2\), and \(E_5\) between 0.21 and \(1/4\). Correct rounding then changes them by at most \(\epsilon/4\) and \(\epsilon/8\). The subtractions in the bracket of (2) add no error, because each subtracts numbers within a factor of two of each other. The prefactor turns the input errors into

\[
|\delta F|\le\frac{3}{2\kappa}\left(\frac\epsilon4+\frac\epsilon8\right)=\frac{9\epsilon}{16\kappa}. \tag{4}
\]

The division, the multiplication and the last subtraction add at most \(3\epsilon\), to first order in \(\epsilon\). Dividing (4) by the leading term of (3) gives the relative error bound at small \(\kappa\),

\[
\frac{|\delta F|}{F}\lesssim\frac{3\epsilon}{4\kappa^2(\ell+1)} .
\]

The function itself is not to blame. At leading order \(\kappa F'/F=1-1/(\ell+1)\), which is below 1, so a relative error in \(\kappa\) is not amplified.

**Balance.** Equating the first omitted term with (4) gives

\[
\kappa_s^{M+1}=\frac{3\epsilon}{16}(M+1)!(M-1)(M-3). \tag{5}
\]

\(F\) has dropped out, since both errors are absolute errors of the same quantity. The switching point is a property of the arithmetic and of the series length, not of the metal.

The table gives (5) in double precision. The last column is the largest relative error of the combined scheme on 700 logarithmically spaced values of \(\kappa\) from \(10^{-5}\) to 3.5, against a 60-digit evaluation.

| \(M\) | \(\kappa_s\) | worst relative error |
|---|---|---|
| 4 | 0.00150 | \(1.1\times10^{-11}\) |
| 8 | 0.0863 | \(8.1\times10^{-15}\) |
| 12 | 0.4205 | \(4.3\times10^{-16}\) |
| 16 | 1.02 | \(4.0\times10^{-16}\) |

For \(M=4\) and \(M=8\), moving the switch by a factor of three either way increased the worst error. The last two rows use (4) beyond \(\kappa=0.1\), where it was not derived, so there (5) is only an estimate. The choice \(M=16\), \(\kappa_s=1\) needs its own argument.

On the series side at \(\kappa=1\), the first three terms of (3) are 0.3171, 0.5 and \(-0.1254\), and the tail is about \(-0.0078\). Their sum is \(F(1)=0.6839\), and their absolute values add up to 1.39 times this, so little is lost by cancellation. Because (5) gives 1.02 for \(M=16\), the omitted term at \(\kappa=1\) is below \(9\epsilon/16\), or \(0.83\epsilon\) relative to \(F\).

On the direct side, \(\kappa\ge1\) implies \(E_3\le e^{-1}/2\) and \(E_5\le e^{-1}/4\). If the function routine has relative error \(\eta\), the error passed to \(F\) is at most \(\frac32(0.184+0.092)\eta=0.41\eta\). The response in (1) grows with \(\kappa\), so \(F\ge F(1)>0.683\), and the relative error from this source is at most about \(0.6\eta\).

On 900 logarithmically spaced points from \(10^{-12}\) to 50, the worst relative error of this rule was \(3.8\times10^{-16}\). Such a maximum depends on the sample: other points give up to about \(6\times10^{-16}\), or \(5\epsilon\), just above the switch. The two branches agreed to the last bit at \(\kappa=1\).

## Pseudocode and cost

```
precompute for m = 5 ... 16:
    q[m] = m! * (m-2) * (m-4)

function F(kappa):
    if kappa < 0 or kappa is not a number: report an error
    if kappa == 0: return 0
    if kappa <= 1:
        L = -log(kappa)                  # natural logarithm
        tail = 0
        for m = 16 down to 5:
            tail += 3 * (-1)^m * kappa^(m-1) / q[m]
        return 0.75*kappa*(L + 1 - gamma) + kappa^2/2
               - kappa^3/16*(L + 31/12 - gamma) + tail
    return 1 - (1.5/kappa)*(0.25 - E3(kappa) + E5(kappa))
```

The series branch costs one logarithm and twelve tail terms for any \(\kappa\le1\). The other branch costs two exponential integrals. The tail is summed from its smallest terms upward.

If a thickness is to be found from a measured resistance by Newton's method, the derivative for \(\kappa\le1\) should also come from the series:

\[
F'=\frac34\ell+\kappa-\frac{3\kappa^2}{16}\left(\ell+\frac94\right)+\sum_{m\ge5}(m-1)c_m\kappa^{m-2}.
\]

In the first term, differentiating \(\ell\) contributes \(-3/4\), which removes the 1 from \(\ell+1\). In the third it contributes \(+\kappa^2/16\), which changes \(31/12\) to \(31/12-1/3=9/4\). A difference quotient of (2) with step \(h\) would instead carry noise of order \(\epsilon/(\kappa h)\).

## How the direct expression fails

In double precision the two expressions give:

| \(\kappa\) | direct (2) | series (3) |
|---|---|---|
| \(10^{-6}\) | \(1.067878\times10^{-5}\) | \(1.067872\times10^{-5}\) |
| \(10^{-8}\) | \(1.379\times10^{-7}\) | \(1.413\times10^{-7}\) |
| \(10^{-9}\) | \(-4.1\times10^{-8}\) | \(1.59\times10^{-8}\) |

At \(10^{-8}\) the direct value is 2.4% low, and at \(10^{-9}\) it is a negative conductivity. The bound (4) equals \(F\) at \(\kappa=2.0\times10^{-9}\) in double precision and at \(6.7\times10^{-5}\) in single precision. An unphysical sign is thus a late symptom: many digits are lost before it appears.

In single precision, (5) with \(M=9\) gives \(\kappa_s=1.07\), which suggests the same switch at 1 with a shorter tail. This is an estimate; the single-precision scheme was not swept.

The series holds for fully diffuse surfaces only. A specular fraction changes the integrand of (1), so (3) by itself no longer gives the conductivity ratio.

## Two tungsten cases

The parameters are rough: bulk resistivity \(\rho_0=5\ \mu\Omega\,\)cm and \(\lambda=20\) nm at 300 K. Their product, \(100\ \mu\Omega\,\)cm nm, is held fixed when \(\lambda\) changes. These values refer to the ordinary body-centred cubic phase; films a few nanometres thick can grow in the \(\beta\) phase, whose resistivity is much higher and to which the numbers below do not apply.

**Interconnect film, 300 K.** For \(d=5\) nm, \(\kappa=5/20=0.25\) and \(\ell+1=1.809\). Equation (3) gives

\[
F=0.33920+0.03125-0.00331-0.00003=0.3671 .
\]

The film resistivity is \(5/0.3671=13.6\ \mu\Omega\,\)cm. The leading term alone would put \(F\) 8% too low. Equation (2) is harmless here in double precision, and in single precision its worst relative error within 1% of this \(\kappa\) was \(4.5\times10^{-7}\).

**Pure lamella, near 4 K.** Take \(d=1000\) nm and \(\lambda=10^6\) nm, so \(\kappa=0.001\) and \(\rho_0=10^{-4}\ \mu\Omega\,\)cm. Then

\[
F=0.0054979+0.0000005=0.0054984,
\]

and the film resistivity is \(0.0182\ \mu\Omega\,\)cm. At this \(\kappa\), (2) has a relative error of \(5.7\times10^{-12}\) in double precision. In single precision, even with correctly rounded \(E_3\) and \(E_5\), the worst error nearby was 0.56%.

In practice, then, the series matters for single-precision codes, for extremely small \(\kappa\), and where \(F\) is differenced.

## What the model leaves out

Accurate digits of \(F\) are not accurate digits of a real film's conductivity. Each estimate below changes one assumption and keeps the other settings fixed; the factors should not be multiplied together.

**Specular reflection.** If a fraction \(p(u)\) reflects specularly, the solution is \(R=1-Ae^{-z/(\lambda u)}\). By symmetry, carriers arrive at a surface with \(R=1-Ae^{-\kappa/u}\), so \(1-A=p(1-Ae^{-\kappa/u})\) and

\[
A=\frac{1-p}{1-pe^{-\kappa/u}} .
\]

This \(A\) multiplies \((u/\kappa)(1-e^{-\kappa/u})\) in (1). For Gaussian roughness of rms height \(h\), without height correlations, the reflected phase has rms spread \(2k_Fhu\), and the coherent intensity is \(p=e^{-(2k_Fhu)^2}\). The free-electron relations \(\sigma_0=ne^2\tau/m\), \(n=k_F^3/3\pi^2\) and \(\lambda=\hbar k_F\tau/m\) give \(\rho_0\lambda=3\pi^2\hbar/(e^2k_F^2)\), or \(3\pi^2/k_F^2\) in atomic units. Here \(k_F\approx11\) nm\(^{-1}\).

With \(h=0.3\) nm, quadrature of (1) multiplies \(F\) by 1.14 for the film and by 9.5 for the lamella. Specular reflection is most likely at grazing incidence. In the lamella nearly all of the gain comes from carriers with \(u<0.1\), which already supply 75% of the diffuse \(F\); in the film they give a little under half of the gain. The diffuse lamella is therefore a numerical benchmark, not a prediction. A constant \(p=0.2\) gives factors of 1.185 and 1.394.

**Discrete transverse states.** Confinement allows \(u_n=n\pi/(k_Fd)\). Replacing the integral by a sum normalized with \(\sum(1-u_n^2)\), while keeping the classical response, gives factors of 0.93 and 0.96.

**Fermi-surface shape.** For an ellipsoid with an axis along the normal, rescaling the wave vector restores a sphere. If the largest normal velocity is 1.2 times the in-plane one, \(\kappa\) becomes \(\kappa/1.2\) at fixed in-plane \(\lambda\), and \(F\) changes by factors of 0.90 and 0.85. The ratio 1.2 is an illustration, not a tungsten parameter. Tungsten's real Fermi surface has several electron and hole sheets, so the \(k_F\) used above is also only an effective one-sphere value.

**Grains and temperature.** Real interconnect films contain grain boundaries. In the Mayadas–Shatzkes model, with grain size \(D=5\) nm and reflection coefficient \(r=0.3\), \(\alpha=(\lambda/D)\,r/(1-r)=1.71\), and the bulk conductivity is multiplied by \(G=3\int_0^1u^3du/(u+\alpha)\), where \(u\) is now the cosine of the angle to the current, not to the film normal. Using \(G\lambda\) as the mean free path in \(F\), an approximate combination, raises the film resistivity by a further factor of 1.91, to about \(26\ \mu\Omega\,\)cm. Keeping the direction-dependent grain-boundary scattering rate inside the depth and angle average gives 1.86 and about \(25\ \mu\Omega\,\)cm instead. This is the largest correction found for the film. Without grains, and with \(\rho_0\propto T\), operation at 373 K raises the film resistivity by 10.5%, against 24% for the bulk. Proportionality to \(T\) underestimates tungsten here: its tabulated bulk resistivity rises by about 32% over this interval, which would give about 14% for the film.

The lamella's mean free path of 1 mm is an extreme, high-purity value. Keeping it in a plate 1 µm thick would require a crystal almost free of defects. A single relaxation time is also a weak assumption there: small-angle scattering, which hardly affects the bulk resistivity, can turn the grazing carriers that dominate \(F\) toward a surface.
